# Unified charge control in the MOS transistor and its Lambert-W solution: a program that tests the result

```python
"""
Unified charge control in a long n-channel MOS transistor.
Result under test: q - 1 + ln(q) = (VP - V)/phi, solved by
q = W0(exp(1 + (VP - V)/phi)), with inversion charge Q = n*phi*q.
Symbols: phi thermal voltage; gamma body factor; bulk = 2*phi_F;
G gate voltage minus flat band; V electron quasi-Fermi potential;
psi surface potential; Q = -(inversion charge)/Cox in volts;
n slope factor; VP potential at which Q = n*phi.
Reference: Poisson equation with holes, acceptors and electrons,
with electron density integrated through the body.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw, wrightomega

temperature = 300.0
phi = k * temperature / e
gamma, bulk, cox = 0.4, 0.9, 0.01
G0 = 2.0
mobility, aspect, drain = 0.03, 10.0, 0.8


def expansion_point(G):
    ya = -gamma / 2 + np.sqrt(gamma**2 / 4 + G - phi)
    psi_a = ya**2 + phi
    n = 1 + gamma / (2 * ya)
    VP = psi_a - bulk - phi * (1 + np.log(n / (n - 1)))
    return ya, psi_a, n, VP


def unified_q(G, V):
    VP = expansion_point(G)[3]
    return float(lambertw(np.exp(1 + (VP - V) / phi)).real)


def unified_charge(G, V):
    return expansion_point(G)[2] * phi * unified_q(G, V)


def field_factor(psi, V):
    holes = phi * (np.exp(-psi / phi) - 1)
    electrons = phi * (np.exp((psi - bulk - V) / phi)
                       - np.exp(-(bulk + V) / phi))
    return np.sqrt(holes + psi + electrons)


def reference_charge(G, V):
    psi_s = brentq(lambda p: p + gamma * field_factor(p, V) - G,
                   phi, G, xtol=1e-14, rtol=1e-13)
    low = max(phi, psi_s - 30 * phi)
    return quad(lambda p: gamma / 2 * np.exp((p - bulk - V) / phi)
                / field_factor(p, V), low, psi_s,
                epsabs=0, epsrel=1e-9, limit=200)[0]


def sheet_solution(G, V):
    def balance(p):
        total = p - phi + phi * np.exp((p - bulk - V) / phi)
        return p + gamma * np.sqrt(total) - G
    psi = brentq(balance, phi, G, xtol=1e-14, rtol=1e-13)
    return psi, G - psi - gamma * np.sqrt(psi - phi)


ya, psi_a, n, VP = expansion_point(G0)

# The slope factor against a numerical derivative of the sheet charge.
def sheet_charge(psi):
    return G0 - psi - gamma * np.sqrt(psi - phi)


step = 1e-5
slope = -(sheet_charge(psi_a + step) - sheet_charge(psi_a - step)) / (2 * step)
assert abs(sheet_charge(psi_a)) < 1e-12
assert abs(slope - n) < 1e-8

# Lambert solution against direct root finding.
for V in (0.0, 0.3, VP, 0.7, 0.9):
    root_log = brentq(lambda s: np.exp(s) - 1 + s - (VP - V) / phi,
                      -40, 5, xtol=1e-14)
    assert abs(unified_q(G0, V) / np.exp(root_log) - 1) < 1e-10

# Differential charge law started from the weak-inversion density.
V_start = 0.9
Q_start = (n - 1) * phi * np.exp((psi_a - bulk - V_start) / phi)
path = solve_ivp(lambda V, s: -1 / (np.exp(s) / n + phi),
                 (V_start, 0.0), [np.log(Q_start)],
                 rtol=1e-10, atol=1e-12)
assert path.success
Q_ode = np.exp(path.y[0, -1])
assert abs(Q_ode / unified_charge(G0, 0.0) - 1) < 1e-5

# Overflow-free evaluation where exp(z) is not representable.
z_large = 1000.0
omega = float(np.real(wrightomega(z_large)))
assert abs(omega + np.log(omega) - z_large) < 1e-9

# Tangent remainder and voltage-error decomposition at the source.
psi0, Q_sheet = sheet_solution(G0, 0.0)
y0 = np.sqrt(psi0 - phi)
remainder = gamma * (ya - y0)**2 / (2 * ya)
assert abs(Q_sheet - n * (psi_a - psi0) - remainder) < 1e-11
shift_linear = remainder / n
shift_prefactor = -phi * np.log(
    1 + (ya - y0) * (ya + y0 - gamma) / (2 * gamma * ya))
q_sheet = Q_sheet / (n * phi)
V_unified = VP - phi * (q_sheet - 1 + np.log(q_sheet))
shift_total = 0.0 - V_unified
assert abs(shift_total - shift_linear - shift_prefactor) < 1e-10
assert shift_linear > 0 > shift_prefactor

# Whole inversion range against the integrated electron density.
grid = np.linspace(0, 0.9, 91)
errors = np.array([100 * (unified_charge(G0, V)
                         / reference_charge(G0, V) - 1) for V in grid])
assert np.max(np.abs(errors)) < 3.0
G_high = 4.0
Q_high = unified_charge(G_high, 0.0)
Q_high_ref = reference_charge(G_high, 0.0)
error_high = 100 * (Q_high / Q_high_ref - 1)
assert abs(error_high) < 4.0

# Limiting forms.
v0 = VP / phi
q0, qd = unified_q(G0, 0.0), unified_q(G0, drain)
q_strong = 1 + v0 - np.log(1 + v0)
q_weak = np.exp(1 + (VP - drain) / phi)
assert abs(q_strong / q0 - 1) < 0.02
assert abs(q_weak / qd - 1) < 1e-3

# Subthreshold gate response from the full reference.
dG = 1e-3
slope_ref = (np.log(reference_charge(G0 + dG, drain))
             - np.log(reference_charge(G0 - dG, drain))) / (2 * dG)
slope_formula = (1 - phi / (2 * ya**2)) / (n * phi)
assert abs(slope_formula / slope_ref - 1) < 1e-3

# Current from the closed form and from two independent integrations.
prefactor = mobility * aspect * cox
current = prefactor * n * phi**2 * (q0**2 / 2 + q0 - qd**2 / 2 - qd)
current_quad = prefactor * quad(lambda V: unified_charge(G0, V),
                                0, drain, epsrel=1e-9)[0]
assert abs(current / current_quad - 1) < 1e-7
nodes, weights = np.polynomial.legendre.leggauss(60)
V_nodes = drain * (nodes + 1) / 2
current_ref = prefactor * drain / 2 * sum(
    w * reference_charge(G0, V) for w, V in zip(weights, V_nodes))
assert abs(current / current_ref - 1) < 0.03

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal voltage phi: {phi:.6f} V")
print(f"Body factor gamma: {gamma:.2f} V^0.5")
print(f"Bulk potential 2 phi_F: {bulk:.2f} V")
print(f"Oxide capacitance: {cox:.3f} F/m^2")
print(f"Gate minus flat band G: {G0:.2f} V")
print(f"Root y_a: {ya:.5f} V^0.5")
print(f"Zero-charge surface potential: {psi_a:.5f} V")
print(f"Slope factor n: {n:.5f} (dimensionless)")
print(f"Pinch-off potential VP: {VP:.5f} V")
print(f"Pinch-off charge n phi: {n * phi:.6f} V")
print(f"Pinch-off charge magnitude: {n * phi * cox:.4e} C/m^2")
print("Table: V [V], (VP-V)/phi, q, Q unified [V],")
print("       Q reference [V], unified error [%]")
for V in (0.0, 0.2, 0.4, VP, 0.6, 0.7, 0.8):
    Qu, Qr = unified_charge(G0, V), reference_charge(G0, V)
    print(f"{V:.4f} {(VP - V) / phi:9.4f} {unified_q(G0, V):.5e} "
          f"{Qu:.5e} {Qr:.5e} {100 * (Qu / Qr - 1):+.2f}")
print(f"Largest absolute error, V from 0 to 0.9 V: "
      f"{np.max(np.abs(errors)):.2f} %")
print(f"Source charge magnitude, unified: {n*phi*q0*cox:.4e} C/m^2")
print(f"Source q, strong-inversion estimate: {q_strong:.4f}")
print(f"Drain q, weak-inversion estimate: {q_weak:.5e}")
print(f"Charge-sheet surface potential at V=0: {psi0:.5f} V")
print(f"Charge-sheet Q at V=0: {Q_sheet:.5f} V")
print(f"Tangent remainder at V=0: {1000 * remainder:.3f} mV")
print(f"Voltage shift from linearization: {1000*shift_linear:+.3f} mV")
print(f"Voltage shift from prefactor: {1000*shift_prefactor:+.3f} mV")
print(f"Total voltage shift: {1000 * shift_total:+.3f} mV")
print(f"Second gate bias G: {G_high:.2f} V")
print(f"Q at second bias and V=0, unified: {Q_high:.5f} V")
print(f"Q at second bias and V=0, reference: {Q_high_ref:.5f} V")
print(f"Unified error at second bias: {error_high:+.2f} %")
print(f"Weak log-slope, formula: {slope_formula:.4f} 1/V")
print(f"Weak log-slope, reference: {slope_ref:.4f} 1/V")
print(f"Subthreshold swing, formula: "
      f"{1000 * np.log(10) / slope_formula:.3f} mV/decade")
print(f"Mobility: {mobility:.3f} m^2/(V s)")
print(f"Width/length: {aspect:.1f} (dimensionless)")
print(f"Drain potential: {drain:.2f} V")
print(f"Current, unified: {1e6 * current:.3f} microampere")
print(f"Current, reference: {1e6 * current_ref:.3f} microampere")
print(f"Current error: {100 * (current / current_ref - 1):+.2f} %")
print(f"Wright omega at z={z_large:.0f}: {omega:.6f}")
print("all assertions hold")
```

Output:

```
Temperature: 300 K
Thermal voltage phi: 0.025852 V
Body factor gamma: 0.40 V^0.5
Bulk potential 2 phi_F: 0.90 V
Oxide capacitance: 0.010 F/m^2
Gate minus flat band G: 2.00 V
Root y_a: 1.21921 V^0.5
Zero-charge surface potential: 1.51232 V
Slope factor n: 1.16404 (dimensionless)
Pinch-off potential VP: 0.53581 V
Pinch-off charge n phi: 0.030093 V
Pinch-off charge magnitude: 3.0093e-04 C/m^2
Table: V [V], (VP-V)/phi, q, Q unified [V],
       Q reference [V], unified error [%]
0.0000   20.7260 1.87925e+01 5.65519e-01 5.68776e-01 -0.57
0.2000   12.9896 1.15435e+01 3.47376e-01 3.46915e-01 +0.13
0.4000    5.2533 4.70470e+00 1.41578e-01 1.40776e-01 +0.57
0.5358    0.0000 1.00000e+00 3.00928e-02 3.00436e-02 +0.16
0.6000   -2.4831 1.88036e-01 5.65854e-03 5.68934e-03 -0.54
0.7000   -6.3513 4.71986e-03 1.42034e-04 1.43288e-04 -0.88
0.8000  -10.2194 9.90855e-05 2.98176e-06 3.00839e-06 -0.89
Largest absolute error, V from 0 to 0.9 V: 0.89 %
Source charge magnitude, unified: 5.6552e-03 C/m^2
Source q, strong-inversion estimate: 18.6474
Drain q, weak-inversion estimate: 9.90953e-05
Charge-sheet surface potential at V=0: 1.03510 V
Charge-sheet Q at V=0: 0.56305 V
Tangent remainder at V=0: 7.554 mV
Voltage shift from linearization: +6.490 mV
Voltage shift from prefactor: -8.722 mV
Total voltage shift: -2.232 mV
Second gate bias G: 4.00 V
Q at second bias and V=0, unified: 2.44850 V
Q at second bias and V=0, reference: 2.50429 V
Unified error at second bias: -2.23 %
Weak log-slope, formula: 32.9416 1/V
Weak log-slope, reference: 32.9330 1/V
Subthreshold swing, formula: 69.899 mV/decade
Mobility: 0.030 m^2/(V s)
Width/length: 10.0 (dimensionless)
Drain potential: 0.80 V
Current, unified: 455.973 microampere
Current, reference: 455.931 microampere
Current error: +0.01 %
Wright omega at z=1000: 993.099169
all assertions hold
```
